Plastic Strain and Cell Shape of a Periodic Dislocation Dipole

Before the atoms of a dislocation supercell are relaxed, one has to decide whether to keep the edge vectors of the perfect crystal or to change them. As long as the dislocations stay in place, relaxing the atoms at fixed edges cannot repair a wrong choice, because the mean deformation of the cell is then prescribed. The right choice follows from the Burgers vector and the area between the two dislocations, and the cost of the wrong one can be calculated beforehand.

Take a cell with edge vectors a_k and volume V. It contains two parallel dislocation lines with opposite Burgers vectors, so that the displacement field can repeat from cell to cell. The lines bound a cut surface S with unit normal n pointing from its minus side to its plus side. The displacement u jumps across the cut by

u(plus) − u(minus) = s b.

The slip fraction s is 1 over most of the cut and falls to 0 across the dislocation cores. This spreading keeps the elastic energy finite. The area vector of the cut is

A = ∫_S s n dS.

Reversing n reverses the sign of the jump as well, so the product b_i A_j does not depend on which side is called plus.

The treatment assumes small strains, a stiffness tensor C that is the same everywhere, cores held in place, and no dilatation of the cores beyond what linear elasticity gives. Let H be the mean distortion of the cell relative to the perfect crystal, so that an edge changes by Δa_k = H a_k. The displacement is then

u_i(r) = H_ij r_j + v_i(r),

with a sum over repeated indices. The function v is periodic and carries the jump s b. The elastic distortion is the gradient of u away from the cut,

β_ij = ∂_j u_i = H_ij + ∂_j v_i.

The jump itself is slip: it carries the crystal from one lattice registry to another and stores no elastic strain outside the cores.

To average β, integrate ∂_j v_i over the cell with the cut removed and apply the divergence theorem. Opposite outer faces have equal v and opposite outward normals, so they cancel. Two faces of the cut remain. For the material on the plus side the outward normal is −n, and for the material on the minus side it is +n. Hence

∫ ∂_j v_i dV = ∫_S [v_i(minus) − v_i(plus)] n_j dS = −b_i A_j.

Dividing by V and adding H gives

⟨β_ij⟩ = H_ij − b_i A_j / V.

The mean elastic distortion is the cell distortion minus a plastic part. Stress depends on the symmetric part of β alone, since a rotation produces no stress in linear elasticity. Write sym H for (H_ij + H_ji)/2 and define the plastic strain

ε^p_ij = (b_i A_j + b_j A_i) / (2V).

Because C is uniform it can be taken outside the average, and the mean stress is

σ̄ = C : (sym H − ε^p).

A stable crystal has a positive definite C on symmetric strains, so σ̄ vanishes if and only if sym H = ε^p. The rotation of the cell remains free. A convenient choice is

H_ij = b_i A_j / V, or Δa_k = b (A·a_k) / V.

Edges lying in the cut plane have A·a_k = 0 and keep their length and direction. The edge that crosses the plane is displaced along b.

Whether this is a tilt depends on b. If b lies in the cut plane, as for a dipole made by glide, the crossing edge is sheared sideways. If b is parallel to A, the cell stretches or shrinks along the normal instead. The trace of the plastic strain shows the difference:

ε^p_ii = b·A / V.

Glide has b·A = 0 and conserves the amount of material. An opening jump leaves a gap of volume b·A, which must be filled with extra atoms, and the cell grows by that volume.

For the energy, H must be separated from the internal field. Inside the material equilibrium requires

∂_j [C_ijkl (H_kl + ∂_l v_k)] = 0.

With uniform C the term in H is constant and its derivative vanishes. The traction on the two faces of the cut must also match, and the constant stress C:H contributes equally to both. So the equations for v, together with its jump and periodicity, do not contain H, and v is the same for every cell shape up to a translation. Now split the elastic strain into its mean and a remainder η:

ε^e = ē + η, with ē = sym H − ε^p and ∫ η dV = 0.

The remainder comes from v alone, so it too is independent of H. The energy is

E = ½ ∫ (ē + η) : C : (ē + η) dV
  = (V/2) ē:C:ē + ē:C:∫ η dV + ½ ∫ η:C:η dV.

The two cross terms are equal by the symmetry of C, which removes the factor ½ in the middle term, and the integral of η makes that term zero. Calling the last term E_0,

E(H) = E_0 + (V/2) (sym H − ε^p) : C : (sym H − ε^p).

E_0 contains the elastic energy of the spread cores and the interaction of the dislocations with each other and with their images at zero mean stress. The misfit energy inside the cores, where s lies between 0 and 1, is taken to depend on s alone, so at a fixed cut it only adds a constant. Differentiating at fixed cut gives ∂E/∂H_ij = V σ̄_ij, as the work done by a mean stress requires. If the perfect-crystal edges are kept, H = 0 and the penalty is

ΔE = (V/2) ε^p : C : ε^p.

For a rectangular cell with edges L_x, L_y, L_z, let the lines run along z and the cut lie normal to y, with width d along x. Then A = d L_z along y and V = L_x L_y L_z. For a screw dipole b points along z, and the edge a_y shifts by

Δa_y = b d L_z L_y / (L_x L_y L_z) = b d / L_x.

The plastic shear is this shift divided by L_y,

γ = b d / (L_x L_y).

The tensor strain is half of it, ε^p_yz = γ/2. The contraction ε^p:C:ε^p contains four equal terms, from yz and zy in each factor, so it equals 4G(γ/2)² = Gγ², where G = C_yzyz is the shear modulus on the cut plane. The penalty per length of line is therefore

ΔE / L_z = ½ G γ² L_x L_y = G b² d² / (2 L_x L_y).

At fixed d it falls as the cell cross-section grows. If d is a fixed fraction of L_x and the cell is enlarged at fixed shape, the mean stress falls as 1/L while the penalty per length stays the same. Convergence of the stress in such a series does not mean that the energy has converged to its stress-free value.

The same shift can be found from a known displacement field without using the average over the cut. For antiplane displacement in an isotropic medium, one screw dislocation has u = (b/2π) Im ln Z, with Z = x + iy. A row of them with period L replaces Z by sin(πZ/L), which has a simple zero at every line. Put a row of sign −b at x = 0 and a row of sign +b at x = d. Then

u = (b/2π) Im ln R, R = sin[π(Z − d)/L] / sin(πZ/L).

Far above the row the exponential e^(−iπZ/L) dominates both sines, so R tends to e^(iπd/L). Far below, R tends to e^(−iπd/L). Both limits are constants, so the strain dies away on both sides. Expanding the numerator,

R = cos(πd/L) − sin(πd/L) cot(πZ/L).

The imaginary part of the cotangent has the sign opposite to y, so Im R has the sign of y, and R crosses the real axis only at y = 0. There R is the ratio of the two real sines. It is positive for d < x < L, so along such a line the phase rises from −πd/L through 0 to πd/L, and the displacement grows by b d/L. For 0 < x < d the ratio is negative. The phase then passes through −π and changes by 2πd/L − 2π, so the elastic displacement changes by b d/L − b. Adding the slip b across the cut gives b d/L again.

Equilibrium makes the integral of the shear stress σ_yz over one period in x independent of y on either side of the row. It vanishes far away, so it vanishes at every height off the row. Rows stacked with period L_y therefore have no mean σ_yz, and each adds b d/L to the shift. For d/L = 0.37 and a stacking period of 1.2 L, integrating the summed strain over one vertical period gave 0.3700 b outside the cut and −0.6300 b through it.

The area A belongs to the cut by which the dipole was made, and the positions of the cores do not determine it. Let F_k be the area vector of a full cell face, with F_k·a_l = V for l = k and 0 otherwise. Slip by b over that whole face replaces A by A + F_k. If H is changed at the same time by b_i (F_k)_j / V, the mean elastic distortion is unchanged, and the edge a_k changes by

b (F_k·a_k) / V = b.

Since b is a lattice vector, the crystal still fits together across the cell boundary, and the elastic state is the same. At fixed edges the choice does matter. In the rectangular cell with H = 0, slip b over the width d leaves a mean elastic distortion −b d/(L_x L_y). Slip −b over the complementary width L_x − d puts the same dislocations in the same places but leaves +b (L_x − d)/(L_x L_y). The penalties are in the ratio d² to (L_x − d)², so the narrower cut is the cheaper one. At d = L_x/2 they are equal, and the two stress-free cells have edge shifts +b/2 and −b/2.

With several cuts the averages add:

ε^p = Σ_m (b_m A_m + A_m b_m) / (2V),

where each product stands for the tensor with components b_i A_j or A_i b_j. Two dipoles with equal and opposite products b_i A_j have no net plastic strain. Such a four-dislocation cell can keep its perfect shape without mean stress, within the same assumptions.

Gold is a useful case because it slips on (111) planes, has marked elastic anisotropy, and offers little resistance to glide. Take x along [11-2], y along [111] and z along [1-10], with a screw dipole whose lines and Burgers vector lie along z. The model cell is built with a lattice constant set to 0.408 nm, close to the rough value of 0.41 nm for gold. Rough typical stiffnesses near room temperature are C11 = 190, C12 = 160 and C44 = 42 GPa. The Burgers vector is 0.408/√2 = 0.2885 nm, which is also the cell thickness. The other edges are 7.995 and 8.480 nm, and the cell holds 1152 atoms. The separation is half the width, d = 3.998 nm.

The plastic shear and edge shift are

γ = 0.2885 × 3.998 / (7.995 × 8.480) = 0.0170,
Δa_y = 0.2885 × 3.998 / 7.995 = 0.144 nm.

The second edge must be displaced by half a Burgers vector along the line direction, a tilt of 0.975 degrees.

For the modulus, let m be the slip direction and n the plane normal. In a cubic crystal, with m perpendicular to n, the shear stiffness is

G = C44 + (C11 − C12 − 2C44) Σ_i m_i² n_i².

On (111) each n_i² is 1/3, and the m_i² sum to 1, so

G = (C11 − C12 + C44)/3 = (190 − 160 + 42)/3 = 24 GPa.

In the untilted cell the mean stress σ_yz is −24 × 0.0170 = −0.41 GPa. There is also a component σ_xz = 0.22 GPa. It arises because the cubic axes are not aligned with the cell. The coupling stiffness is (C11 − C12 − 2C44) Σ_i x_i y_i z_i², where x, y and z are the unit vectors of the cell. This is −54/√18 = −12.7 GPa, and multiplying by −γ gives the printed value. The single tilt of a_y removes both components, because it removes the elastic strain that causes them. In a real crystal the cores can also dilate, which the assumptions above exclude. Any normal stresses left by that dilatation are not removed by the tilt and call for a further adjustment of the edges.

The energy penalty is

ΔE = ½ × 24 GPa × (0.01701)² × 19.56 nm³ = 0.424 eV per cell,

or 1.47 eV per nm of line. An anisotropic finite-element solution, in which the slip was imposed and the periodic displacement relaxed, gave a zero-stress strain ε_yz of 0.008505, equal to γ/2, and an energy difference of 0.4239 eV between the untilted and tilted cells. With a jump of the same length turned along y, the same solution gave a stretch ε_yy of 0.0170 at zero stress. This case only checks the formula for an opening jump, since a vector of length a/√2 along [111] is not a lattice vector of gold.

The mean stress also acts on the dislocations. At fixed edges the derivative of the penalty per length with respect to d is G b² d/(L_x L_y) = b|σ_yz|, a force that tends to close the dipole. At d = L_x/2 the array is symmetric under inversion through each core, and the stress of a dislocation is odd under inversion, so the forces from the other lines and images cancel at zero mean stress. In the untilted cell the force of the mean stress is left over. A rough lattice resistance for gold is 0.01 GPa, and the mean stress is tens of times larger. In this model the cores of an untilted cell would glide together unless held. The cancellation in the tilted cell gives a balance of forces, and in linear elasticity this balance is unstable for the cell used here. The second derivative of E_0 per length with respect to d is close to −πKb²/(2L_x²) = −0.051 GPa, where K = √(C44(C11 − C12)/2) = 25 GPa is the energy factor of the screw. The fixed tilted edges add only G b²/(L_x L_y) = +0.029 GPa. A small change of d therefore grows unless the lattice resistance or a constraint holds the cores.

A discrete model tests the result where the energy contains no prescribed cut. Parallel atomic rows on a square lattice, 32 by 80 of them, were joined by bonds of energy 1 − cos φ, where φ = 2π corresponds to a relative displacement b. Two screw dislocations stood 14 spacings apart. The predicted shift is 14/32 = 0.4375 b, and relaxation gave zero mean stress at 0.4354 b. The predicted penalty is half the number of rows times the square of the mean phase strain,

½ × 32 × 80 × (2π × 0.4375/80)² = 1.511,

in units of the bond stiffness. The relaxed value was 1.482, lower by 1.9 percent of the prediction. The difference depends on the cell size. With all lengths doubled, 64 by 160 rows and a separation of 28 spacings, the predictions are unchanged, while relaxation gives 0.4369 b and 1.504, lower by 0.5 percent. This decrease is consistent with an effect of the cores, whose mechanism was not isolated.

Real dislocations in gold break the assumption of a single compact core: each splits into two partial dislocations joined by a stacking fault. For the screw, the partial Burgers vectors are

b_1 = (−b/(2√3), 0, b/2), b_2 = (b/(2√3), 0, b/2).

Slip by b_1 from the perfect stacking gives the low-energy fault, whereas slip by b_2 alone would place like layers on top of each other. Both fault ribbons, one at each end of the dipole, therefore carry slip b_1. For splitting width w, slip b_1 covers a width d + w and slip b_2 covers d − w, so that

b_1 (d + w) + b_2 (d − w) = b d + (b_1 − b_2) w.

The difference b_1 − b_2 has length b/√3 and points along −x. With a rough width of 1 nm, the edge a_y needs an additional sideways shift in the −x direction, of magnitude

b w/(√3 L_x) = 0.2885 × 0.999/(1.732 × 7.995) = 0.021 nm.

Tilting for the compact screw alone leaves a mean shear stress σ_xy of magnitude 0.06 GPa, together with normal stresses of opposite sign along x and z that are about half as large. The shear stress exerts no net glide force on a whole screw, but it pushes the two partials of each screw towards each other and so tends to narrow the fault. The modulus formula gives 24 GPa for every slip direction in (111), and perpendicular slip directions do not couple, so the penalty of the untilted cell grows by the factor 1 + w²/(3d²) = 1.021.

Other errors act on the energy rather than on the tilt. Stiffening on cooling from 300 K to near 0 K, roughly 8 percent, raises the penalty to about 0.46 eV. Replacing G by the Voigt average (C11 − C12 + 3C44)/5 = 31.2 GPa, the isotropic modulus obtained by assuming uniform strain in a polycrystal, would overestimate it by 30 percent. The nonlinearity of the mean shear can be sized by letting the resistance between neighbouring (111) planes vary as the sine of their relative displacement, with period b. The phase is 2πγ(a/√3)/b, where a is the lattice constant, and the resulting loss of secant stiffness, the ratio of stress to strain, is about 0.13 percent. This figure belongs to the sine model and indicates only that the effect is small. It is not a value for gold, and it does not describe the large strains in the cores.

The formula also depends on the stiffness being uniform. If C varies with position, the term C:H no longer drops out of the equilibrium equation, and C cannot be taken outside the average. As a test, the stiffness was reduced to 0.3 of its value in a block straddling the cut, three eighths of the cell wide and one third high. The zero-stress shear strain ε_yz fell to 0.70 of b d/(2 L_x L_y). With a precipitate, an interface or a second phase in the cell, b_i A_j/V is thus a starting shape, and the edges should then be relaxed until the computed mean stress vanishes, with the cores kept at the intended separation. The numerical output lists the values used here. It takes the x components of the two partial Burgers vectors with the opposite sign, so its sideways edge shift and its leftover σ_xy have reversed signs but the same magnitudes.

Calculated quantities

```
Gold lattice constant (rough input)        0.408 nm
C11, C12, C44 (rough inputs)               190, 160, 42 GPa
Burgers vector = cell thickness Lz         0.2885 nm
Cell repeats along x, y                    16, 12
Atoms in cell                              1152
Lx, Ly                                     7.995, 8.480 nm
Dipole separation d                        3.998 nm
Cut area A                                 1.1533 nm^2
Cell volume V                              19.560 nm^3
Plastic shear b A/V                        0.01701
Plastic strain eps_yz, formula             0.008505
Zero-stress eps_yz, finite elements        0.008505
Shift of cell edge a_y along z             0.1442 nm
Tilt angle                                 0.975 degrees
Shear modulus on glide plane               24.00 GPa
Untilted cell: mean stress yz              -0.4082 GPa
Untilted cell: mean stress xz              0.2165 GPa
Tilted cell: largest mean stress           1.7e-17 GPa
Energy penalty, formula                    0.4239 eV per cell
Energy penalty, finite elements            0.4239 eV per cell
Energy penalty per line length             1.4693 eV/nm
Opening dipole: zero-stress eps_yy         0.017010
Soft block (stiffness x 0.3): eps_yz ratio 0.704
Stacked rows: d/L                          0.3700
Stacked rows: shift/b outside cut          0.3700
Stacked rows: elastic shift/b through cut  -0.6300
Cosine lattice: rows along x, y; d         32, 80; 14 spacings
Cosine lattice: tilt/b, formula            0.4375
Cosine lattice: tilt/b, relaxed            0.4354
Cosine lattice: penalty, formula           1.5113 bond units
Cosine lattice: penalty, relaxed           1.4820 bond units
Splitting width (rough input)              0.999 nm
Splitting: extra edge shift along x        0.0208 nm
Splitting: stress xy left if ignored       -0.0589 GPa
Splitting: penalty ratio split/unsplit     1.0208
Nonlinear shear: stiffness loss estimate   0.127 percent
Stiffening 300 K to 0 K (rough input)      8 percent
Penalty with cold stiffness                0.4578 eV per cell
Isotropic average shear modulus            31.20 GPa
Penalty ratio isotropic/anisotropic        1.300
Lattice resistance (rough input)           0.010 GPa
Mean stress yz / lattice resistance        41
```
